# Overlap and orthogonalization repulsion in the Newns–Anderson model of chemisorption, part 2

An adsorbate orbital $|a\rangle$ overlaps and couples to orthonormal metal states $|k\rangle$, which diagonalize the fixed one-electron Hamiltonian $H$ among themselves. We seek the interaction energy at zero temperature. The algebra is in atomic units, per spin unless stated. The diagonal energies are $\varepsilon_a$, $\varepsilon_k$; $V_k=\langle a|H|k\rangle$, $S_k=\langle a|k\rangle$, $s=\sum_k|S_k|^2<1$ and $W_k=V_k-\varepsilon_kS_k$. In the basis $(a,k)$ the matrices are $\mathsf H$, $\mathsf S$, the coupled levels $E_i$, and $\mathsf G(z)=(z\mathsf S-\mathsf H)^{-1}$.

$$\delta_k=\varepsilon_a-\varepsilon_k,\qquad \bar V_k=V_k-\tfrac12(\varepsilon_a+\varepsilon_k)S_k .\tag{1}$$

$$G_{aa}=\frac1{D(z)},\qquad D(z)=z-\varepsilon_a-\Sigma(z),\qquad \Sigma(z)=\sum_k\frac{(V_k-zS_k)(V_k^*-zS_k^*)}{z-\varepsilon_k}.\tag{3}$$

$$G_{ak}=G_{aa}\,\frac{V_k-zS_k}{z-\varepsilon_k}.\tag{4}$$

$$\Sigma(z)=\sum_k\frac{|W_k|^2}{z-\varepsilon_k}+P(z),\qquad P(z)=-2\,\mathrm{Re}\sum_kS_k^*W_k+\sum_k(z-\varepsilon_k)|S_k|^2 .\tag{5}$$

With $\Sigma(E+i0)=\Lambda(E)-i\Delta(E)$,

$$\Delta(E)=\pi\sum_k|W_k|^2\delta(E-\varepsilon_k),\qquad \Lambda(E)=\frac1\pi\,\mathcal P\!\!\int\frac{\Delta(E')}{E-E'}\,dE'+P(E).\tag{6}$$

Gram–Schmidt orthogonalization gives $|\tilde a\rangle=(|a\rangle-\sum_k|k\rangle S_k^*)/\sqrt{1-s}$, with level $\tilde\varepsilon_a=\varepsilon_a+T$ and couplings $\tilde W_k=W_k/\sqrt{1-s}$:

$$D=(1-s)\Big[z-\tilde\varepsilon_a-\sum_k\frac{|\tilde W_k|^2}{z-\varepsilon_k}\Big],\tag{7}$$

$$\sum_iE_i-\varepsilon_a-\sum_k\varepsilon_k=T=-\frac{2\,\mathrm{Re}\sum_kS_k^*\bar V_k}{1-s}.\tag{8}$$

At chemical potential $\mu$, $\Omega=\sum_i(E_i-\mu)\theta(\mu-E_i)$. Changes are from $V_k=S_k=0$ at the same $\varepsilon_a$, $\varepsilon_k$; $\Delta N(E)$ is that in the number of levels below $E$. Occupations are $f=\theta(\mu-\varepsilon)$.

$$\Delta N(E)=-\frac1\pi\big[\arg D(E+i0)-\arg(E-\varepsilon_a+i0)\big].\tag{10}$$

$$\Delta\Omega=\frac T2-\frac1\pi\int_0^\infty\ln\left|\frac{D(\mu+i\omega)}{(1-s)(\mu+i\omega-\varepsilon_a)}\right|d\omega .\tag{12}$$

$$\frac1\pi\int_0^\infty\mathrm{Re}\,\frac{1}{\mu+i\omega-\varepsilon}\,d\omega=f-\frac12 .\tag{14}$$

The ratio in (12) is $1-u$; section 7 expands in $u$, requiring $|u(\mu+i\omega)|<1$ for all $\omega$. To second order,

$$\Delta\Omega^{(2)}=-2f_a\,\mathrm{Re}\sum_kS_k^*\bar V_k+\sum_k(f_a-f_k)\frac{|W_k|^2}{\delta_k}.\tag{15}$$

$$\Delta\Omega^{(2)}=\sum_k\Big\{(f_a-f_k)\Big[\frac{|\bar V_k|^2}{\delta_k}+\frac{\delta_k|S_k|^2}{4}\Big]-(f_a+f_k)\,\mathrm{Re}\,S_k^*\bar V_k\Big\},\tag{16}$$

For $f_a=1$ the fourth-order terms are $s$ times (15); $-T|W_k|^2/\delta_k^2$ for each empty $k$; $-\tfrac12|W_k|^2|W_{k'}|^2(\delta_k^{-2}\delta_{k'}^{-1}+\delta_k^{-1}\delta_{k'}^{-2})$ for each ordered empty–empty pair; and $-|W_k|^2|W_{k'}|^2/[\delta_k^2(\varepsilon_k-\varepsilon_{k'})]$ for each $k$ empty, $k'$ occupied.

## 8. The Löwdin route and the meaning of the split

Symmetric orthogonalization gives (16) term by term. Write $\mathsf S=1+\mathsf X$ and $\mathsf H=\mathsf H_0+\mathsf Y$, where $\mathsf H_0$ is diagonal and $\mathsf X$, $\mathsf Y$ hold the elements $S_k$, $V_k$. The matrix $\mathsf H_L=\mathsf S^{-1/2}\mathsf H\mathsf S^{-1/2}$ has the levels $E_i$ as ordinary eigenvalues. With $\mathsf S^{-1/2}=1-\tfrac12\mathsf X+\tfrac38\mathsf X^2-\dots$, the terms through second order are

$$\mathsf H_L=\mathsf H_0+\mathsf Y-\tfrac12\{\mathsf X,\mathsf H_0\}-\tfrac12\{\mathsf X,\mathsf Y\}+\tfrac14\mathsf X\mathsf H_0\mathsf X+\tfrac38\{\mathsf X^2,\mathsf H_0\},$$

where braces denote the anticommutator. The $(a,k)$ element is $V_k-\tfrac12S_k(\varepsilon_k+\varepsilon_a)=\bar V_k$, with corrections of third order. For the $(a,a)$ element, $\{\mathsf X,\mathsf Y\}_{aa}=2\,\mathrm{Re}\sum S_k^*V_k$, $(\mathsf X\mathsf H_0\mathsf X)_{aa}=\sum\varepsilon_k|S_k|^2$ and $\{\mathsf X^2,\mathsf H_0\}_{aa}=2\varepsilon_as$. Using $\mathrm{Re}\,S_k^*V_k=\mathrm{Re}\,S_k^*\bar V_k+\tfrac12(\varepsilon_a+\varepsilon_k)|S_k|^2$, the coefficient of $|S_k|^2$ is $-\tfrac12(\varepsilon_a+\varepsilon_k)+\tfrac14\varepsilon_k+\tfrac34\varepsilon_a=\tfrac14\delta_k$, so

$$(\mathsf H_L)_{aa}-\varepsilon_a=\sum_k\Big[-\mathrm{Re}\,S_k^*\bar V_k+\tfrac14\delta_k|S_k|^2\Big].$$

For $(k,k)$ the three pieces are $2\,\mathrm{Re}\,S_k^*V_k$, $\varepsilon_a|S_k|^2$ and $2\varepsilon_k|S_k|^2$, the coefficient of $|S_k|^2$ is $-\tfrac12(\varepsilon_a+\varepsilon_k)+\tfrac14\varepsilon_a+\tfrac34\varepsilon_k=-\tfrac14\delta_k$, and

$$(\mathsf H_L)_{kk}-\varepsilon_k=-\mathrm{Re}\,S_k^*\bar V_k-\tfrac14\delta_k|S_k|^2 .$$

The elements $(k,k')$ are of second order. They change $\Omega$ only at fourth order when $f_k\ne f_{k'}$, and they leave the sum over equally occupied levels alone at second order. Weighting the diagonal shifts with the occupations and adding the usual $(f_a-f_k)|\bar V_k|^2/\delta_k$ gives (16).

Equations (15) and (16) are the same number divided differently. Gram–Schmidt orthogonalization puts the whole displacement on the adsorbate, giving a weight $2f_a$ and the coupling $W_k$. Löwdin orthogonalization shares it, giving a weight $f_a+f_k$ and the coupling $\bar V_k$. A quoted orthogonalization energy at partial filling refers to one such convention. The overlap terms of the two conventions differ by $(f_a-f_k)\,\mathrm{Re}\,S_k^*\bar V_k$ for each $k$, and $(f_a-f_k)|W_k|^2/\delta_k$ differs from $f_a-f_k$ times the whole square bracket of (16) by the compensating amount. Grouped this way, the two agree where $f_a=f_k$, and otherwise only if $\mathrm{Re}\,S_k^*\bar V_k=0$.

## 9. The repulsion lies in the polynomial

Consider the model that keeps $\varepsilon_a$ and the width function $\Delta(E)$ of (6) and drops $P$, so that $\Lambda$ is the Hilbert transform alone. By (5) this is the orthogonal model $\mathsf H_0+\lambda\mathsf Y_W$ at $\lambda=1$, where $\mathsf Y_W$ holds only the off-diagonal elements $W_k$. Its interaction energy is never positive. For any Hermitian $\gamma$ with eigenvalues between 0 and 1, the diagonal elements in the eigenbasis of the Hamiltonian obey $0\le\gamma_{ii}\le1$, so $\mathrm{Tr}\,\gamma(\mathsf H-\mu)=\sum\gamma_{ii}(E_i-\mu)\ge\Omega$, with equality for the ground state. Thus $\Omega(\lambda)$ is the minimum over $\gamma$ of functions linear in $\lambda$, and such a minimum is concave. It is also even in $\lambda$, by $|a\rangle\to-|a\rangle$. Concavity gives $\Omega(0)\ge\tfrac12[\Omega(\lambda)+\Omega(-\lambda)]=\Omega(\lambda)$.

The full model differs from this one in two ways, by (7): the level is raised from $\varepsilon_a$ to $\varepsilon_a+T$, and the couplings grow by $1/\sqrt{1-s}$. The second change cannot raise $\Omega$, because a concave even function does not increase for $\lambda>0$. The first changes $\Omega$ by $\int\tilde n\,d\varepsilon$ over the interval $T$, by the Hellmann–Feynman theorem, where $0\le\tilde n\le1$ is the occupation of the orthogonalized orbital. A positive $\Delta\Omega$ therefore requires $T>0$, and in that case

$$\Delta\Omega-\Delta\Omega_{\rm Hilbert}\le T,\qquad \Delta\Omega-\Delta\Omega_{\rm Hilbert}\approx\tilde n\,T,\tag{17}$$

the approximation neglecting the change of $\tilde n$ along the interval and the rescaling of $W_k$. An orthogonal model whose level is read as $\tilde\varepsilon_a$ has the correct spectrum, but its energy must then be referred to $\varepsilon_a$, not to $\tilde\varepsilon_a$.

## 10. The sign of $S\bar V$

Let $H=\hat t+v_a+v_m$, with kinetic energy $\hat t$, adsorbate potential $v_a$ and metal potential $v_m$. Let $(\hat t+v_a)|a\rangle=\varepsilon_a^0|a\rangle$, and let the metal space be spanned by eigenstates of $h_m=\hat t+v_m$, recombined so as to diagonalize $H$ within the space. Take real orbitals. The projection of $|a\rangle$ on the metal space is $|p\rangle=\sum_k|k\rangle S_k$, with $\langle a|p\rangle=\langle p|p\rangle=s$, $\langle a|H|p\rangle=\sum S_kV_k$ and $\langle p|H|p\rangle=\sum\varepsilon_kS_k^2$. Hence

$$R\equiv\sum_kS_k\bar V_k=\langle a|H|p\rangle-\tfrac12\varepsilon_as-\tfrac12\langle p|H|p\rangle .$$

The first element can be evaluated in two ways. Acting to the left with $\hat t+v_a$ gives $\varepsilon_a^0s+\langle a|v_m|p\rangle$. Acting to the right with $h_m$ gives $\langle p|h_m|p\rangle+\langle a|v_a|p\rangle$, because $h_m|p\rangle$ stays in the metal space and sees only the projected part of $\langle a|$. Take the mean of the two and use $\varepsilon_a=\varepsilon_a^0+\langle a|v_m|a\rangle$ and $\langle p|H|p\rangle=\langle p|h_m|p\rangle+\langle p|v_a|p\rangle$. The terms in $\varepsilon_a^0$ and $h_m$ cancel:

$$R=\tfrac12\big[\langle a|v_a+v_m|p\rangle-s\langle a|v_m|a\rangle-\langle p|v_a|p\rangle\big].\tag{18}$$

The potentials here vanish in the vacuum, but (18) does not depend on that choice: adding $c$ to $v_m$ changes the bracket by $cs-cs=0$.

For short-ranged potentials let $\tau$ be the small relative amplitude of either orbital on the other centre. The function $p$ is $\sqrt s$ times a normalized metal function, so the first term is of order $\sqrt s\,\tau$ and the other two are of order $s\tau^2$. The first term leads at large distance. If the potentials are attractive and the product $a(\mathbf r)p(\mathbf r)$ keeps one sign where they act, that sign is positive when the same regions dominate $\int ap=s>0$, and then $R<0$ and $T=-2R/(1-s)>0$. These conditions are sufficient for $T>0$ at large distance, which by section 9 is necessary for a positive $\Delta\Omega$. They can fail for a long-ranged Coulomb potential, where $\langle a|v_m|a\rangle$ is not small as $\tau^2$ and the second term competes with the first, for potentials with repulsive regions, and for orbitals whose product changes sign near the centres. The Wolfsberg–Helmholz rule $V_k=\tfrac12K(\varepsilon_a+\varepsilon_k)S_k$ with $K>1$ gives $S_k\bar V_k=\tfrac12(K-1)(\varepsilon_a+\varepsilon_k)S_k^2<0$ for bound levels. It builds the sign in by assumption and presupposes the vacuum zero.

A one-dimensional model shows the sizes. The potentials are Gaussian wells $-U\exp[-(x-x_0)^2/2\sigma^2]$ with $\sigma=0.5$ Å. The metal is four wells with $U=10$ eV spaced 2.5 Å apart; the adsorbate is one well with $U=14$ eV at a distance $d$ from the outermost metal well. The kinetic energy is a three-point finite difference with step 0.02 Å and $\hbar^2/2m=3.810$ eV Å$^2$. Diagonalizing the tridiagonal matrices gives four metal levels from $-5.21$ to $-2.20$ eV and an isolated adsorbate level at $-6.47$ eV. The product $ap$ is positive at the adsorbate and at the nearest metal well but negative at the second and fourth metal wells, so the one-sign condition holds only approximately; the regions of negative product carry about 0.2% of the integral of $|ap\,(v_a+v_m)|$. The terms of (18) are sums over the grid; "lead" is half the first term in the bracket.

| $d$ (Å) | $s$ | $R$ (eV) | lead/$R$ | $T$ (eV) |
|---|---|---|---|---|
| 2.5 | 0.0991 | −0.303 | 1.072 | 0.672 |
| 3.0 | 0.0467 | −0.131 | 1.030 | 0.275 |
| 4.0 | 0.0096 | −0.023 | 1.005 | 0.047 |

At $d=2.5$ Å, $T=2\times0.303/(1-0.0991)\approx0.67$ eV. The leading term overestimates $|R|$ by 7%, 3% and 0.5% of $R$. It overestimates because the two subtracted expectation values are negative, and the excess falls roughly in proportion to $s$, as the estimate $\sqrt s\,\tau$ implies when $\tau$ and $\sqrt s$ decay together. $T$ is measured from the levels $\varepsilon_a$, $\varepsilon_k$ of section 2 and is not the full interaction energy of the wells.

## 11. Adsorbate charge

Let the columns of $\mathsf C$ be the eigenvectors, normalized so that $\mathsf C^\dagger\mathsf S\mathsf C=1$ and $\mathsf C^\dagger\mathsf H\mathsf C=\mathsf E$ is diagonal. Then $\mathsf C^\dagger(z\mathsf S-\mathsf H)\mathsf C=z-\mathsf E$, and inversion gives $\mathsf G=\mathsf C(z-\mathsf E)^{-1}\mathsf C^\dagger$, so $G_{aa}=\sum_i|c_{ai}|^2/(z-E_i)$. At large $z$ this is $\sum_i|c_{ai}|^2/z$, while (7) gives $1/[(1-s)z]$. The function $-\mathrm{Im}\,G_{aa}/\pi$ therefore integrates to $1/(1-s)>1$ and is not a projected density of states. By (7), $(1-s)G_{aa}$ is the Green function of $|\tilde a\rangle$, which has unit weight; its occupied weight is the $\tilde n$ of (17).

The Mulliken partition assigns to the adsorbate the diagonal element of $\mathsf G\mathsf S$, which has unit total weight because $\mathsf C\mathsf C^\dagger\mathsf S=1$. From (4),

$$(\mathsf G\mathsf S)_{aa}=G_{aa}+\sum_kG_{ak}S_k^*=G_{aa}\Big[1+\sum_k\frac{(V_k-zS_k)S_k^*}{z-\varepsilon_k}\Big].\tag{19}$$

For real orbitals the pole weights are real, though not necessarily positive in (19). Applying (14) pole by pole, the occupied weight of a function $F$ of total weight $M$ is $M/2+\pi^{-1}\int_0^\infty\mathrm{Re}\,F(\mu+i\omega)\,d\omega$.

## 12. Worked example: a semi-elliptic band

Let the adsorbate overlap and couple to one surface orbital $|d\rangle$, so that $V_k=V\langle d|k\rangle$ and $S_k=S\langle d|k\rangle$ with real $V$ and $S$. Then $s=S^2$ and $\Sigma=(V-zS)^2g(z)$, with $g=\sum_k|\langle d|k\rangle|^2/(z-\varepsilon_k)$. Take $|d\rangle$ as the end site of a semi-infinite chain with site energy $\varepsilon_d$ and hopping $-w/2$. Removing the end site leaves the same chain, so $g=1/[y-(w^2/4)g]$ with $y=z-\varepsilon_d$. The root of this quadratic that falls as $1/y$ is

$$g=\frac{2}{y+\sqrt{y-w}\sqrt{y+w}},\qquad \rho(\varepsilon)=-\frac{\mathrm{Im}\,g}{\pi}=\frac{2}{\pi w^2}\sqrt{w^2-(\varepsilon-\varepsilon_d)^2},$$

with principal square roots. The density $\rho$ has unit weight and mean $\varepsilon_d$, and sums over $k$ become integrals over $\rho$.

The parameters are round model values with the vacuum as zero: $\varepsilon_d=-6$ eV, $w=2$ eV, $\varepsilon_a=-9$ eV, $S=0.1$, $V=-2.4$ eV. At the band centre

$$\bar V=-2.4-\tfrac12(-15)(0.1)=-1.65\ \text{eV},\qquad W=-2.4-(-6)(0.1)=-1.80\ \text{eV},\qquad s=0.01 .$$

Because $\bar V(\varepsilon)$ and $W(\varepsilon)=V-\varepsilon S$ are linear in $\varepsilon$, the sums in $P(z)$ and in (8) need only the mean energy; the pole sum in (5) needs the whole band. Thus $T=-2(0.1)(-1.65)/0.99=0.333$ eV and $\tilde\varepsilon_a=-8.667$ eV. The polynomial is $P(E)=-2(0.1)(-1.80)+0.01(E-\varepsilon_d)$, which is 0.36 eV at the centre with slope 0.01. The bare product is $SV=-0.24$ eV against $S\bar V=-0.165$ eV. Moving the energy zero by 30 eV turns $V$ into $-2.4+3.0=0.6$ eV and $SV$ into $+0.06$ eV, while $\bar V=0.6-\tfrac12(21+24)(0.1)=-1.65$ eV and $T$ stay as they were.

Below the band $D$ has one zero, found by bracketing at $E_b=-9.622$ eV. There $y=-3.622$ eV, $g=2/(-3.622-3.020)=-0.301$ eV$^{-1}$, $(V-E_bS)^2=(-1.438)^2=2.067$ eV$^2$, and $\Sigma=-0.622$ eV $=E_b-\varepsilon_a$. At the band top $g=2/w=1$ eV$^{-1}$ and $D=5-(-2.0)^2(1)=1$ eV. Since $D$ is positive there and increases outside the band by (7), no state splits off above. For $\mu=-3$ eV everything is filled and $\Delta\Omega=2T=0.667$ eV for two spins.

All energies from here on count two spins. The second-order terms of (16), with $f_a=1$, are integrals over $\rho$ done by adaptive quadrature; $f$ is the weight of $\rho$ below $\mu$.

| $\mu$ (eV) | $f$ | $\bar V^2/\delta$ | $\delta S^2/4$ | $S\bar V$ | sum |
|---|---|---|---|---|---|
| −7 | 0.196 | −1.403 | −0.013 | 0.392 | −1.025 |
| −6 | 0.500 | −0.755 | −0.010 | 0.491 | −0.274 |
| −5 | 0.804 | −0.263 | −0.004 | 0.593 | 0.325 |
| −3 | 1.000 | 0 | 0 | 0.660 | 0.660 |

The last four columns are in eV. At half filling two entries follow by hand. The first moment of each half of the band is $\pm2w/3\pi=\pm0.424$ eV, and $\bar V(\varepsilon)=-1.65-0.05(\varepsilon-\varepsilon_d)$. The adsorbate part of the overlap term is $-2(0.1)(-1.65)=0.330$ eV, the occupied-metal part is $-2(0.1)[-0.825+0.05(0.424)]=0.161$ eV, and the sum is 0.491 eV. The $S^2$ term is $2(0.0025)[-3(0.5)-0.424]=-0.010$ eV.

The exact values come from (12) by adaptive quadrature, and the Hilbert-only values from the same formula with $P$ removed from $\Sigma$ and $s=T=0$. $\Delta N(\mu)$ is (10) times two.

| $\mu$ (eV) | exact (eV) | exact (hartree) | Hilbert only (eV) | $\Delta N$ |
|---|---|---|---|---|
| −7 | −0.965 | −0.0355 | −1.493 | −0.400 |
| −6 | −0.498 | −0.0183 | −1.059 | −0.524 |
| −5 | 0.072 | 0.0026 | −0.530 | −0.610 |
| −3 | 0.667 | 0.0245 | 0 | 0 |

At $\mu=-6$ eV, $g=-i$ eV$^{-1}$ and $D=3+3.24i$ eV, so $\Delta N=-(2/\pi)\arctan(1.08)=-0.52$. The negative $\Delta N$ counts antibonding states pushed above $\mu$. For a finite chain of 1000 sites, the generalized eigenvalues give $-0.965$, $-0.498$, $0.073$ and $0.667$ eV, differing from the semi-infinite values by about 0.001 eV or less; the largest level spacing of that chain, $\pi w/1000$, is 0.006 eV.

The exact interaction changes from attractive to repulsive at $\mu=-5.12$ eV, $f=0.77$, found by bracketing the zero of (12). The Hilbert-only model stays attractive inside the band and gives zero when all levels are filled. The differences between the two columns are $0.528$, $0.561$, $0.602$ and $0.667$ eV. The first three lie below the bound $2T=0.667$ eV of (17) and the filled case reaches it. They do not follow the $S\bar V$ column of the first table, which starts at 0.392 eV, because removing $P$ corresponds to the Gram–Schmidt split (15), whose overlap term is $2T$ at second order for every filling.

At $\mu=-5$ eV the rule of section 11 gives 1.830 electrons for the occupied weight of $-\mathrm{Im}\,G_{aa}/\pi$, out of a total $2/(1-s)=2\times1.0101$, and 1.854 electrons for the Mulliken charge (19). The orthogonalized orbital holds $0.99\times1.830=1.811$ electrons, and the estimate in (17) is $1.811\times0.3333=0.604$ eV against the difference $0.072+0.530=0.602$ eV. The Mulliken charge exceeds the net weight by 0.024 electrons, the adsorbate's half of the overlap population. This population is positive at a filling where $\Delta\Omega$ is already positive, so in this model the two quantities do not change sign together.

Inside the band the second-order sum is a poor estimate for these parameters. Exact minus second order is $+0.060$, $-0.224$ and $-0.253$ eV at $\mu=-7$, $-6$ and $-5$ eV. At $\mu=-6$ eV the error is 45% of the exact value, and at $\mu=-5$ eV it is several times the exact value. The expansion parameter shows why: at $\mu=-6$ eV and $\omega=0$, $1-u=(3+3.24i)/(0.99\times3)=1.010+1.091i$, so $|u|=1.09$ and the condition of section 7 is violated near $\omega=0$. At $\mu=-7$ and $-5$ eV the same quantity is 1.46 and 0.91: the expansion of the logarithm fails near $\omega=0$ in the first case and converges slowly there in the second. At $\mu=-5$ eV the relative error is large also because the exact energy is close to its zero. The fourth order repairs this only in part. Summed over the band, the fourth-order terms of section 7 give about $-0.08$, $-0.33$ and $-0.19$ eV at $\mu=-7$, $-6$ and $-5$ eV. They have the sign of the error at $-6$ and $-5$ eV, and adding them reduces its magnitude from 0.22 to about 0.1 eV and from 0.25 to 0.06 eV. They have the wrong sign at $-7$ eV, where the positive empty–empty pairs ($0.47$ eV) are outweighed by the empty–occupied pairs ($-0.35$ eV) and the cross term with $T>0$ ($-0.18$ eV). The positive error at $-7$ eV therefore comes from beyond fourth order. The error changes sign between $\mu=-7$ and $-6$ eV, and its small size at $\mu=-7$ eV is not evidence of convergence. With the band full all these pair terms vanish, and the second-order value 0.660 eV differs from the exact 0.667 eV only by the factor $1-s=0.99$.

All numerical values are calculated from the stated model.
